# The Jastrow-Transformed Hamiltonian: Termination, Hermiticity and Storage: a program that tests the result

```python
# Result under test (Hartree atomic units):
#   exp(-tau) H exp(tau) = H + [H,tau] + (1/2)[[H,tau],tau]
#                        = H - sum_pairs K - sum_triples L   (exact)
# H: kinetic energy + local potentials; tau = sum over pairs of u(r_i, r_j).
# K (two-body) = half the Laplacians and squared gradients of u, plus grad u . grad;
# L (three-body) = products of gradients of u that share one electron.
# K is non-Hermitian, L is Hermitian. For M real orbitals and P = M(M+1)/2,
# L has P(P+1)(P+2)/6 symmetry-distinct integrals.
from itertools import combinations, permutations
import numpy as np
import sympy as sp

# ---------- nested commutators on arbitrary functions, symbolically ----------
X, Y = sp.symbols("X Y", real=True)
tau_s = sp.Function("tau")(X, Y)
f_s = sp.Function("f")(X, Y)
w_s = sp.Function("w")(X, Y)


def commutator(operator, multiplier):
    return lambda g: sp.expand(operator(multiplier * g) - multiplier * operator(g))


def hamiltonian(g):
    return -(sp.diff(g, X, 2) + sp.diff(g, Y, 2)) / 2 + w_s * g


single = commutator(hamiltonian, tau_s)
double = commutator(single, tau_s)
triple = commutator(double, tau_s)
grad_sq = sp.diff(tau_s, X)**2 + sp.diff(tau_s, Y)**2
assert sp.expand(double(f_s) + grad_sq * f_s) == 0
assert sp.expand(triple(f_s)) == 0

# a fourth-order kinetic operator must not stop at the double commutator
tau_1, f_1 = sp.Function("tau")(X), sp.Function("f")(X)
nested = lambda g: sp.diff(g, X, 4)
for order in range(1, 5):
    nested = commutator(nested, tau_1)
    if order == 3:
        assert sp.expand(nested(f_1)) != 0
assert sp.expand(nested(f_1) - 24 * sp.diff(tau_1, X)**4 * f_1) == 0

# ---------- three electrons in three dimensions at fixed positions ----------
gamma, c_value = 1.0, 0.2
a = sp.symbols("a0:3", real=True)
b = sp.symbols("b0:3", real=True)
c = sp.symbols("c", real=True)
r_ab = sp.sqrt(sum((p - q)**2 for p, q in zip(a, b)))
u_expr = (-sp.exp(-gamma * r_ab) / (2 * gamma)
          + c * sp.exp(-sum(p**2 for p in a) - sum(q**2 for q in b)))
args = (*a, *b, c)
u_fun = sp.lambdify(args, u_expr, "numpy")
grad_fun = sp.lambdify(args, [sp.diff(u_expr, p) for p in a], "numpy")
lap_fun = sp.lambdify(args, sum(sp.diff(u_expr, p, 2) for p in a), "numpy")

positions = np.array([[0.5, 0.0, 0.0], [0.0, 0.8, 0.0], [-0.3, -0.4, 0.6]])
alpha = np.array([0.4, 0.5, 0.6])   # exponents of the Gaussian test function


def tau_value(R):
    return sum(u_fun(*R[i], *R[j], c_value) for i, j in combinations(range(3), 2))


def log_phi(R):
    return -np.sum(alpha * np.sum(R**2, axis=1))


potential = 0.5 * np.sum(positions**2) + sum(
    1 / np.linalg.norm(positions[i] - positions[j])
    for i, j in combinations(range(3), 2))


def local_value(t, h=2e-3):
    """exp(-t tau) H exp(t tau) phi / phi by fourth-order finite differences."""
    base = t * tau_value(positions) + log_phi(positions)
    laplacian = 0.0
    for i in range(3):
        for k in range(3):
            acc = -30.0
            for shift, weight in ((-2, -1), (-1, 16), (1, 16), (2, -1)):
                R = positions.copy()
                R[i, k] += shift * h
                acc += weight * np.exp(t * tau_value(R) + log_phi(R) - base)
            laplacian += acc / (12 * h**2)
    return -0.5 * laplacian + potential


F = {t: local_value(t) for t in (-1, 0, 1, 2)}
fd_single = (F[1] - F[-1]) / 2
fd_half_double = (F[1] + F[-1]) / 2 - F[0]
third_difference = F[2] - 3 * F[1] + 3 * F[0] - F[-1]

single_part = square_part = three_part = 0.0
for i in range(3):
    others = [j for j in range(3) if j != i]
    grads = [np.array(grad_fun(*positions[i], *positions[j], c_value)) for j in others]
    for j, g in zip(others, grads):
        single_part -= (0.5 * lap_fun(*positions[i], *positions[j], c_value)
                        + g @ (-2 * alpha[i] * positions[i]))
        square_part -= 0.5 * g @ g
    three_part -= grads[0] @ grads[1]
r_sq = np.sum(positions**2, axis=1)
bare = potential + np.sum(3 * alpha - 2 * alpha**2 * r_sq)
total = bare + single_part + square_part + three_part
assert abs(F[0] - bare) < 1e-6
assert abs(fd_single - single_part) < 1e-6
assert abs(fd_half_double - square_part - three_part) < 1e-6
assert abs(third_difference) < 1e-6
assert abs(F[1] - total) < 1e-6
assert abs(three_part) > 1e-3

# multiplicative two-body remainder near electron contact (c = 0)
r_small = 1e-3
p1, p2 = (r_small, 0.0, 0.0), (0.0, 0.0, 0.0)
g1, g2 = np.array(grad_fun(*p1, *p2, 0.0)), np.array(grad_fun(*p2, *p1, 0.0))
contact = (1 / r_small - 0.5 * (lap_fun(*p1, *p2, 0.0) + lap_fun(*p2, *p1, 0.0))
           - 0.5 * (g1 @ g1 + g2 @ g2))
contact_limit = 1.5 * gamma - 0.25
assert abs(contact - contact_limit) < 3e-3

# ---------- three same-spin electrons in a one-dimensional trap ----------
n_ref, n_tc = 18, 14
x = np.linspace(-10, 10, 121)
dx = x[1] - x[0]
ho = [np.pi**-0.25 * np.exp(-x**2 / 2)]
ho.append(np.sqrt(2) * x * ho[0])
for n in range(1, n_ref):
    ho.append(np.sqrt(2 / (n + 1)) * x * ho[n] - np.sqrt(n / (n + 1)) * ho[n - 1])
ho = np.array(ho)
dho = np.array([(np.sqrt(n / 2) * ho[n - 1] if n else 0 * x)
                - np.sqrt((n + 1) / 2) * ho[n + 1] for n in range(n_ref)])
ho = ho[:n_ref]

amp, width = 0.5, 2.0
d = x[:, None] - x[None, :]
gauss = np.exp(-d**2 / (2 * width**2))
u_grid = -amp * gauss
g_grid = amp * d / width**2 * gauss                    # derivative in first argument
u2_grid = amp * (1 / width**2 - d**2 / width**4) * gauss
v_grid = 1 / np.sqrt(1 + d**2)


def pair_density(left, right):
    return (left[:, None, :] * right[None, :, :]).reshape(-1, x.size) * dx


def multiplicative(kernel, orb):
    rho = pair_density(orb, orb)
    return rho @ kernel @ rho.T


def single_commutator_part(orb, dorb):
    first = pair_density(orb, dorb) @ g_grid @ pair_density(orb, orb).T
    return multiplicative(u2_grid, orb) + first + first.T


def k_matrix(orb, dorb):
    return single_commutator_part(orb, dorb) + multiplicative(g_grid**2, orb)


def factorized_L(orb):
    rho = pair_density(orb, orb)
    field = rho @ g_grid.T
    n = len(rho)
    products = (field[:, None, :] * field[None, :, :]).reshape(n * n, -1)
    A = (rho @ products.T).reshape(n, n, n)
    return A + A.transpose(1, 0, 2) + A.transpose(1, 2, 0)


def det_matrix(m, pair_op, triple_op=None):
    """Matrix over determinants; operator indices are bra,ket for each electron."""
    dets = np.array(list(combinations(range(m), 3)))
    p, q, r = (dets[:, k][:, None] for k in range(3))
    matrix = np.diag(dets.sum(axis=1) + 1.5)
    for perm in permutations(range(3)):
        sign = round(np.linalg.det(np.eye(3)[list(perm)]))
        s, t, v = (dets[:, k][None, :] for k in perm)
        term = (pair_op[p, s, q, t] * (r == v) + pair_op[p, s, r, v] * (q == t)
                + pair_op[q, t, r, v] * (p == s))
        if triple_op is not None:
            term = term + triple_op[p, s, q, t, r, v]
        matrix = matrix + sign * term
    return matrix


def lowest(matrix):
    values = np.linalg.eigvals(matrix)
    value = values[np.argmin(values.real)]
    assert abs(value.imag) < 1e-8
    return value.real


V_ref = multiplicative(v_grid, ho).reshape((n_ref,) * 4)
E_ref = np.linalg.eigvalsh(det_matrix(n_ref, V_ref))[0]
orb, dorb = ho[:n_tc], dho[:n_tc]
G = (multiplicative(v_grid, orb) - k_matrix(orb, dorb)).reshape((n_tc,) * 4)
L_full = factorized_L(orb).reshape((n_tc,) * 6)
E_tc = {m: lowest(det_matrix(m, G, -L_full)) for m in (6, 10, 14)}
E_no_L = lowest(det_matrix(n_tc, G))
error = abs(E_tc[14] - E_ref)
assert error < 1e-4
assert error < abs(E_tc[6] - E_ref)
assert abs(E_no_L - E_ref) > 20 * error

# Hermiticity: simultaneous exchange of bra and ket for all electrons
C4 = single_commutator_part(orb, dorb).reshape((n_tc,) * 4)
K4 = k_matrix(orb, dorb).reshape((n_tc,) * 4)
assert np.max(abs(C4 + C4.transpose(1, 0, 3, 2))) < 1e-9
k_asym = np.linalg.norm(K4 - K4.transpose(1, 0, 3, 2)) / np.linalg.norm(K4)
assert k_asym > 0.1
assert np.max(abs(L_full - L_full.transpose(1, 0, 3, 2, 5, 4))) < 1e-12

# projecting before taking commutators destroys termination
nb = 6
T1 = 0.5 * dho[:nb] @ dho[:nb].T * dx
T2 = np.kron(T1, np.eye(nb)) + np.kron(np.eye(nb), T1)
U2 = multiplicative(u_grid, ho[:nb]).reshape((nb,) * 4)
U2 = U2.transpose(0, 2, 1, 3).reshape(nb**2, nb**2)
chain = [T2]
for _ in range(3):
    chain.append(chain[-1] @ U2 - U2 @ chain[-1])
projected_ratio = np.linalg.norm(chain[3]) / np.linalg.norm(chain[2])
assert projected_ratio > 1e-3

# nonlocal potential: third commutator follows the kernel law and is nonzero
kernel = np.outer(ho[0], ho[0])
tau_diag = -amp * np.exp(-x**2 / (2 * width**2))
nonlocal_c = kernel.copy()
for _ in range(3):
    nonlocal_c = nonlocal_c @ np.diag(tau_diag) - np.diag(tau_diag) @ nonlocal_c
law = kernel * (tau_diag[None, :] - tau_diag[:, None])**3
assert np.allclose(nonlocal_c, law, atol=1e-13)
assert np.max(abs(nonlocal_c)) > 1e-5

# ---------- distinct integrals counted from direct quadrature ----------
rng = np.random.default_rng(7)
mix = np.linalg.qr(rng.normal(size=(6, 4)))[0].T
gen, dgen = mix @ ho[:6], mix @ dho[:6]
rho = pair_density(gen, gen)
gt = g_grid.T
L_grid = (g_grid[:, :, None] * g_grid[:, None, :]
          + gt[:, :, None] * g_grid[None, :, :]
          + gt[:, None, :] * gt[None, :, :])
step = np.tensordot(rho, L_grid, axes=(1, 0))
step = np.tensordot(step, rho, axes=(1, 1))
L_direct = np.tensordot(step, rho, axes=(1, 1))
assert np.max(abs(L_direct - factorized_L(gen))) < 1e-12


def distinct(values):
    return 1 + int(np.sum(np.diff(np.sort(values.ravel())) > 1e-12))


def count_L(M):
    P = M * (M + 1) // 2
    return P * (P + 1) * (P + 2) // 6


def count_K(M):
    return M**2 * (M**2 + 1) // 2


def count_V(M):
    P = M * (M + 1) // 2
    return P * (P + 1) // 2


L6 = L_direct.reshape((4,) * 6)
Kg = k_matrix(gen, dgen).reshape((4,) * 4)
Vg = multiplicative(v_grid, gen).reshape((4,) * 4)
counts = {}
for m in (2, 3, 4):
    cut = slice(0, m)
    counts[m] = (distinct(L6[(cut,) * 6]), distinct(Kg[(cut,) * 4]),
                 distinct(Vg[(cut,) * 4]))
    assert counts[m] == (count_L(m), count_K(m), count_V(m))

# ---------- storage ----------
n_grid, n_bytes, limit_gb = 50000, 8, 256


def gb(numbers):
    return numbers * n_bytes / 1e9


def count_factorized(M):
    return n_grid * (3 * M * (M + 1) // 2 + M)


largest = max(M for M in range(1, 400) if gb(count_L(M)) <= limit_gb)
crossover = min(M for M in range(2, 400) if count_L(M) > count_factorized(M))

print("THREE ELECTRONS IN 3D, FIXED POSITIONS")
for i in range(3):
    print(f"position {i + 1} (bohr): {positions[i]}, exponent {alpha[i]} bohr^-2")
print(f"gamma = {gamma} bohr^-1, c = {c_value}, trap frequency = 1 a.u.")
print(f"tau = {tau_value(positions):.6f}")
print(f"bare H phi/phi = {bare:.6f} hartree")
print(f"single commutator = {single_part:.6f} hartree")
print(f"half double commutator, two-body = {square_part:.6f} hartree")
print(f"half double commutator, three-body = {three_part:.6f} hartree")
print(f"sum of the four parts = {total:.6f} hartree")
print(f"finite-difference transformed value = {F[1]:.6f} hartree")
print(f"third difference in t = {third_difference:.1e} hartree")
print(f"contact remainder at r = {r_small} bohr: {contact:.5f} hartree")
print(f"contact limit 3 gamma/2 - 1/4 = {contact_limit:.5f} hartree")
print("THREE SAME-SPIN ELECTRONS IN 1D TRAP")
print(f"Jastrow amplitude = {amp}, width = {width} bohr")
print(f"ordinary H, {n_ref} orbitals: E = {E_ref:.6f} hartree")
for m, energy in E_tc.items():
    print(f"transformed H, {m} orbitals: E = {energy:.6f} hartree,"
          f" deviation {energy - E_ref:.1e}")
print(f"transformed H without L, {n_tc} orbitals: E = {E_no_L:.6f} hartree")
print(f"shift from omitting L = {E_no_L - E_tc[14]:.6f} hartree")
print(f"relative norm of K minus its adjoint = {k_asym:.3f}")
print(f"projected matrices, norm triple/double = {projected_ratio:.3f}")
print("DISTINCT INTEGRALS FOUND BY QUADRATURE")
for m, (nl, nk, nv) in counts.items():
    print(f"M = {m}: L {nl} of {m**6}, K {nk} of {m**4}, Coulomb {nv} of {m**4}")
print(f"STORAGE, {n_bytes} bytes per number, grid of {n_grid} points")
for M in (50, 100, 200):
    print(f"M = {M}: distinct L = {count_L(M):.4e}, ratio to M^6/48 = "
          f"{count_L(M) * 48 / M**6:.4f}")
    print(f"  full L {gb(M**6):.1f} GB, packed L {gb(count_L(M)):.2f} GB")
    print(f"  K array {gb(count_K(M)):.4f} GB, Coulomb {gb(count_V(M)):.4f} GB,"
          f" factorized L {gb(count_factorized(M)):.2f} GB")
print(f"largest M with packed L within {limit_gb} GB = {largest}")
print(f"smallest M where factorized storage is smaller = {crossover}")
print("OK")
```

It prints:

```
THREE ELECTRONS IN 3D, FIXED POSITIONS
position 1 (bohr): [0.5 0.  0. ], exponent 0.4 bohr^-2
position 2 (bohr): [0.  0.8 0. ], exponent 0.5 bohr^-2
position 3 (bohr): [-0.3 -0.4  0.6], exponent 0.6 bohr^-2
gamma = 1.0 bohr^-1, c = 0.2, trap frequency = 1 a.u.
tau = -0.267338
bare H phi/phi = 7.126668 hartree
single commutator = 0.594017 hartree
half double commutator, two-body = -0.034284 hartree
half double commutator, three-body = 0.012488 hartree
sum of the four parts = 7.698889 hartree
finite-difference transformed value = 7.698889 hartree
third difference in t = 5.8e-10 hartree
contact remainder at r = 0.001 bohr: 1.24950 hartree
contact limit 3 gamma/2 - 1/4 = 1.25000 hartree
THREE SAME-SPIN ELECTRONS IN 1D TRAP
Jastrow amplitude = 0.5, width = 2.0 bohr
ordinary H, 18 orbitals: E = 6.077934 hartree
transformed H, 6 orbitals: E = 6.078124 hartree, deviation 1.9e-04
transformed H, 10 orbitals: E = 6.077948 hartree, deviation 1.4e-05
transformed H, 14 orbitals: E = 6.077935 hartree, deviation 1.3e-06
transformed H without L, 14 orbitals: E = 6.092142 hartree
shift from omitting L = 0.014207 hartree
relative norm of K minus its adjoint = 1.999
projected matrices, norm triple/double = 0.284
DISTINCT INTEGRALS FOUND BY QUADRATURE
M = 2: L 10 of 64, K 10 of 16, Coulomb 6 of 16
M = 3: L 56 of 729, K 45 of 81, Coulomb 21 of 81
M = 4: L 220 of 4096, K 136 of 256, Coulomb 55 of 256
STORAGE, 8 bytes per number, grid of 50000 points
M = 50: distinct L = 3.4626e+08, ratio to M^6/48 = 1.0637
  full L 125.0 GB, packed L 2.77 GB
  K array 0.0250 GB, Coulomb 0.0065 GB, factorized L 1.55 GB
M = 100: distinct L = 2.1477e+10, ratio to M^6/48 = 1.0309
  full L 8000.0 GB, packed L 171.82 GB
  K array 0.4000 GB, Coulomb 0.1020 GB, factorized L 6.10 GB
M = 200: distinct L = 1.3536e+12, ratio to M^6/48 = 1.0152
  full L 512000.0 GB, packed L 10829.08 GB
  K array 6.4002 GB, Coulomb 1.6161 GB, factorized L 24.20 GB
largest M with packed L within 256 GB = 106
smallest M where factorized storage is smaller = 44
OK
```
